# Solute diffusion in a face-centred cubic metal from five vacancy jump rates, part 1

(Sections cited here and not found follow in the second part.)

## From vacancy jumps to the solute diffusivity

Suppose that the diffusivity of a solute in a copper interconnect grain is estimated from how often the solute jumps. One multiplies the jump rate by the square of the jump length, divides by six, and treats successive jumps as independent. For the example worked out below, the estimate is 3.4 times too large at 573 K and 5.5 times too large at 378 K. Since the error depends on temperature, the activation energy is wrong too. The estimate fails because a vacancy that has just exchanged places with the solute is still beside it, in the right position to undo the jump. A solute that exchanges rapidly with its vacancy may spend most of its jumps going back and forth between two sites.

Lidiard's five-frequency model accounts for this memory through the jumps that the vacancy can make near the solute. Consider a substitutional solute in a face-centred cubic crystal with cube edge $a$. It moves only by exchanging places with a single vacancy. The rates below are each for one specified jump, in $\mathrm{s^{-1}}$:

- $w_2$: the vacancy exchanges with the solute.
- $w_1$: the vacancy goes from one nearest-neighbour site of the solute to another (rotation).
- $w_3$: the vacancy goes from a nearest-neighbour site to a site that is not one (dissociation).
- $w_4$: the reverse of a dissociation jump (association).
- $w_0$: every other vacancy jump, as in the pure host.

Each jump is taken to depend on the present arrangement alone, with no memory of earlier motion in the lattice vibrations. The solute and the vacancy interact only as nearest neighbours. Both species are dilute, so that one solute and one vacancy are treated at a time.

Positions of the vacancy relative to the solute are written as integer triples in units of $a/2$. Lattice sites have an even coordinate sum. The twelve nearest neighbours are the triples of type $(1,1,0)$, with all permutations and signs. For a vacancy at $(1,1,0)$, its own twelve neighbours divide as follows:

$$
\begin{aligned}
\text{exchange:}\quad &(0,0,0),\\
\text{rotation:}\quad &(1,0,\pm1),\ (0,1,\pm1),\\
\text{dissociation:}\quad &(2,0,0),\ (0,2,0),\ (2,2,0),\ (2,1,\pm1),\ (1,2,\pm1).
\end{aligned}
$$

There are thus one exchange, four rotations and seven dissociations. The seven end points are second, third and fourth neighbours of the solute. The model gives all seven jumps the same rate.

Let $c_v$ be the fraction of sites that are vacant far from any solute. Outside the first shell the forward and backward rates are both $w_0$, so in equilibrium every outer site has the same occupation $c_v$. Let $p_1$ be the occupation of a nearest-neighbour site. Detailed balance for a dissociation jump and its reverse requires

$$
p_1w_3=c_vw_4,\qquad p_1=c_v g,\qquad g\equiv\frac{w_4}{w_3}.
$$

If $E_b$ is the binding energy, positive for attraction, and no binding entropy is included, then $g=\exp(E_b/kT)$. Here $k$ is Boltzmann's constant and $T$ is the temperature. Of the five rates, $w_3$ and $w_4$ are therefore tied by an equilibrium property. The single-vacancy treatment needs $c_v\ll1$ and also $c_vg\ll1$.

The solute has twelve neighbours, so it jumps at the total rate $12c_vgw_2$. The squared jump length is $a^2/2$. Independent jumps would give

$$
D_{\rm ind}=\frac16\,(12c_vgw_2)\,\frac{a^2}{2}=a^2c_vgw_2 .
$$

The true diffusivity is written as $D=fD_{\rm ind}$, which defines the correlation factor $f$. A cubic crystal has the same diffusivity in every direction, so it is enough to follow the displacement $X$ along the $x$ axis, with $\langle X^2\rangle=2Dt$ at long times $t$.

Let $\xi_n$ be the $x$ displacement in the $n$th jump of the solute. Then

$$
\frac12\langle X^2\rangle
=\left\langle\sum_n\left(\frac{\xi_n^2}{2}+\xi_n\sum_{m>n}\xi_m\right)\right\rangle .
$$

The factor one half has cancelled the two equal orderings of each pair. The inner sum is the total displacement made after jump $n$. To find its mean, define $\psi(\mathbf r)$ as the mean total future $x$ displacement of the solute caused by a vacancy that is now at relative position $\mathbf r$. When a vacancy at $\mathbf r$ exchanges with the solute, the solute moves by $\mathbf r$ and the vacancy is left at $-\mathbf r$ relative to the new solute position. The mean displacement still to come is then $\psi(-\mathbf r)$.

In a time $t$ the mean number of exchanges from position $\mathbf r$ is $p_1w_2t$. Let $x$ be the $x$ component of $\mathbf r$, now in metres. Dividing the preceding sum by $t$ gives

$$
D=\sum_{\mathbf r}p_1w_2\left[\frac{x^2}{2}+x\,\psi(-\mathbf r)\right],
$$

where the sum runs over the twelve nearest-neighbour positions. For jumps close to the end of the interval the future is cut short. Because the accumulated future displacement settles to $\psi$, the share of this end correction vanishes as $t$ grows. Jumps caused by other vacancies enter the correlations in proportion to a second factor of $c_v$, and they are dropped at leading order.

The function $\psi$ follows from considering the next jump. It must equal the average, weighted by the rates, of the displacement in that jump plus the mean displacement expected afterwards. Multiplying this statement by the total jump rate gives, for a nearest-neighbour position,

$$
\sum_{\mathbf r'}w(\mathbf r\to\mathbf r')[\psi(\mathbf r')-\psi(\mathbf r)]
+w_2[x+\psi(-\mathbf r)-\psi(\mathbf r)]=0 .
$$

The sum covers rotations and dissociations. At any other position the exchange term is absent. Far away $\psi\to0$, because in three dimensions a distant vacancy is unlikely ever to reach the solute.

These conditions fix $\psi$ uniquely. The difference of two solutions would obey the same equations without the source $w_2x$, so its value at each position would be a weighted average of the values that can be reached in one jump. If the difference were positive somewhere, it would have a largest value, since it vanishes at infinity. All positions reachable from the maximum would have to share that value. Continuing outward would contradict the zero at infinity. The same argument excludes a negative minimum.

Uniqueness lets the symmetry of the crystal be used. Reflection of $x$ reverses the sign of $\psi$, so $\psi=0$ wherever $x=0$. Rotations by a right angle about the $x$ axis leave $\psi$ unchanged. The four nearest-neighbour positions with $x=a/2$ consequently share one value, called $u$. The four with $x=-a/2$ have the value $-u$, and the four with $x=0$ have the value zero.

Apply the next-jump equation at $(1,1,0)$. Two rotations lead to $(1,0,\pm1)$, where $\psi$ is again $u$. The other two lead to $(0,1,\pm1)$, where it is zero. An exchange moves the solute by $a/2$ and leaves the vacancy on the opposite side, where $\psi=-u$. The equation becomes

$$
2w_1(u-u)+2w_1(0-u)
+w_3\left[\sum_{7}\psi(\mathbf r')-7u\right]
+w_2\left(\frac a2-u-u\right)=0 .
$$

The sum covers the seven end points of dissociation. Define

$$
7F\equiv7-\sum_{7}h(\mathbf r'),\qquad h(\mathbf r)\equiv\frac{\psi(\mathbf r)}{u}.
$$

The dissociation term is then $-7Fw_3u$. Collecting the terms in $u$ gives

$$
u(2w_1+2w_2+7Fw_3)=\frac a2w_2,
\qquad
u=\frac a2\,\frac{w_2}{2w_1+2w_2+7Fw_3}.
$$

In the formula for $D$, the four positions with $x=0$ contribute nothing. At each of the eight others, $x^2/2=a^2/8$, and $x\psi(-\mathbf r)=-(a/2)u$ for either sign of $x$. Therefore

$$
D=8c_vgw_2\left(\frac{a^2}{8}-\frac{au}{2}\right)
=a^2c_vgw_2\left(1-\frac{4u}{a}\right).
$$

Inserting $u$ gives $4u/a=2w_2/(2w_1+2w_2+7Fw_3)$, and the result is

$$
\boxed{D=a^2c_v\frac{w_4}{w_3}w_2f,\qquad
f=\frac{2w_1+7Fw_3}{2w_1+2w_2+7Fw_3}.}
$$

The quantity $P\equiv2w_1+7Fw_3$ measures how fast the vacancy loses its directional memory, and $f=P/(P+2w_2)$. The coefficient of $w_1$ is two, although there are four rotations, because two of the four leave the vacancy on the same side of the solute along $x$.

The number $F$ has a direct meaning. Outside the first shell, $h$ obeys the equations of a wandering vacancy, with the values $1$, $0$ and $-1$ assigned to the nearest-neighbour positions according to the sign of $x$. Hence $h(\mathbf r')$ is the probability that a vacancy starting at $\mathbf r'$ first returns to the side $x>0$, minus the probability that it first returns to the side $x<0$. Final escape and return to $x=0$ both count as zero. The seven dissociation jumps are thereby reduced to $7F$ effective losses of memory.

During this excursion the vacancy makes only jumps with rates $w_0$ and $w_4$. For an outer position $\mathbf s$,

$$
w_0\sum_{\rm outer}[h(\mathbf s')-h(\mathbf s)]
+w_4\sum_{\rm first\ shell}[h(\mathbf n)-h(\mathbf s)]=0 .
$$

Division by $w_0$ leaves the single parameter $\alpha\equiv w_4/w_0$. Neither $w_1$, $w_2$ nor $w_3$ occurs in this equation or in the assigned values, so $F$ is a function of $\alpha$ alone. Setting $F=1$ amounts to ignoring the net effect of returns, and for general $\alpha$ this is an approximation.

Two limits of $F$ can be found at once. When $\alpha\to0$, a dissociated vacancy visits the outer sites next to the first shell a finite mean number of times and then escapes, while its chance of associating on each visit tends to zero. All $h(\mathbf r')$ vanish and $F\to1$. When $\alpha\to\infty$, a vacancy that has just dissociated returns in its next jump, choosing with equal probability among the nearest-neighbour positions it touches. From $(2,0,0)$, $(2,2,0)$ and $(2,1,\pm1)$ every such position has $x>0$, so $h=1$ at these four end points. From each of $(1,2,\pm1)$ one of the two positions has $x>0$ and the other $x=0$, so $h=1/2$. At $(0,2,0)$ symmetry gives $h=0$. The sum is $4+1=5$, and

$$
7F\to7-5=2,\qquad F\to\frac27 .
$$

The limits of $f$ show which jump controls the solute. If $w_2\ll P$, the vacancy forgets its direction before it exchanges again. Then $f\to1$ and $D\to a^2c_vgw_2$: exchange controls the motion. If $w_2\gg P$, then $f\to P/(2w_2)$ and

$$
D\to\frac12a^2c_vgP
=a^2c_v\left(gw_1+\frac72Fw_4\right),
$$

where $gw_3=w_4$ has been used. The exchange rate has dropped out. The solute goes back and forth many times, and its net progress waits for the vacancy to rotate or to dissociate. In this limit a further lowering of the exchange barrier does not speed up diffusion.

The same limit appears in the mean displacement after a jump. A jump by $a/2$ is followed on average by a later displacement $-u$, which cancels the fraction

$$
\frac{u}{a/2}=\frac{w_2}{P+2w_2}
$$

of it. The fraction approaches one half for very fast exchange, because the solute is then equally likely to be left on either of the two sites.

For a tightly bound pair, $w_3\ll w_1$ at fixed $\alpha$, the dissociation term may be dropped. This gives $f\to w_1/(w_1+w_2)$ and

$$
D\to a^2c_vg\,\frac{w_1w_2}{w_1+w_2}.
$$

Exchange and rotation then act in series. A vacancy that exchanges without rotating returns the solute to its old site, while one that rotates without exchanging does not move the solute at all. Long-range motion of the bound pair needs both jumps, and the slower one sets the pace.

The solute diffusivity and its correlation factor now follow from the jump rates and a single number $F$, which depends only on $\alpha=w_4/w_0$ and is known in the limits of small and large $\alpha$. It remains to find $F$ for general $\alpha$, and to apply the result to the activation energy and to the copper example.
